# The cubic term in the short-distance electronic energy of H2+, part 1

(Sections cited here and not found follow in the second part.)

## A frozen electron cloud

Take one electron bound to a point charge $2$ at the origin. In Hartree atomic units, used here except in the collision example, its ground state and density are

$$\psi_0=\sqrt{8/\pi}\;e^{-2r},\qquad \rho(r)=\rho_0e^{-4r},\qquad \rho_0=\frac{8}{\pi}.$$

Now split the charge into two unit charges and move them to $\pm\mathbf d$, a distance $R=2d$ apart, while the electron cloud is held fixed. Let $r_a$ and $r_b$ be the distances of the electron from the two charges. The attraction changes by

$$V=\frac2r-\frac1{r_a}-\frac1{r_b}.$$

The average of $1/r_a$ over a sphere of radius $r$ about the origin is $1/d$ if $r<d$ and $1/r$ if $r>d$. This is the shell theorem. The same holds for $1/r_b$. The spherical average of $V$ is therefore $2/r-2/d$ inside $r=d$ and zero outside, and

$$\langle V\rangle_0=\int_0^d4\pi r^2\rho(r)\left(\frac2r-\frac2d\right)dr
=8\pi\int_0^d\left(r-\frac{r^2}{d}\right)\rho(r)\,dr .$$

For small $d$ the density can be expanded as $\rho=\rho_0(1-4r+\dots)$. The two integrals needed are

$$\int_0^d\left(r-\frac{r^2}{d}\right)dr=\frac{d^2}2-\frac{d^2}3=\frac{d^2}6,\qquad
\int_0^d\left(r^2-\frac{r^3}{d}\right)dr=\frac{d^3}3-\frac{d^3}4=\frac{d^3}{12}.$$

With $8\pi\rho_0=64$ and $d=R/2$,

$$\langle V\rangle_0=64\left(\frac{d^2}{6}-\frac{4d^3}{12}\right)+O(d^4)
=\frac83R^2-\frac83R^3+O(R^4).\tag{1}$$

The quadratic term is positive because each charge has left the centre of the cloud, where its potential energy in the field of the cloud is lowest. The cubic term comes from the slope of $\rho$ at the origin. A spherical density with a nonzero slope there has a cusp: a straight line through the centre meets a kink. A Gaussian density $\rho_0e^{-4r^2}$ contains even powers of $r$, and the integral above then gives even powers of $d$. Its cubic term is zero.

So a cusp produces an odd power of $R$. The frozen cloud gives half of the coefficient that will be found for the molecule. The other half must come from the response of the cloud.

That response cannot be dismissed as small by counting powers in the usual way. If $V$ were of order $R^2$ everywhere, its second-order effect would be of order $R^4$. But at distances $r\sim R$ the potential $V$ is of order $1/R$. It acts there in a volume of order $R^3$ and changes the wavefunction by a relative amount of order $R$. The product of these three factors is of order $R^3$, the same order as the cubic term in (1).

## The statement

Two fixed point protons are a distance $R$ apart. The electron is nonrelativistic, and its Hamiltonian is

$$H=-\frac12\nabla^2-\frac1{r_a}-\frac1{r_b}.$$

The repulsion $1/R$ between the protons is not included. Let $E(R)$ be the lowest eigenvalue. The claim is

$$E(R)=-2+\frac83R^2-\frac{16}{3}R^3+O(R^4)\qquad(R\to0).\tag{2}$$

At $R=0$ the electron sees a charge $2$, whose ground energy is $-2^2/2=-2$. This limit is called the united atom.

The proof does not start from the united atom and perturb it. It starts from a function that has the right cusp at each proton for every $R$, and it encloses $E$ between two bounds that differ by a quantity of order $R^4$.

## A factor that carries both cusps

Write

$$\psi=e^{u}\varphi,\qquad u=-(r_a+r_b).$$

Let $\mathbf n_a$ and $\mathbf n_b$ be the unit vectors pointing from the protons to the electron. Then $\nabla r_a=\mathbf n_a$ and $\nabla^2r_a=2/r_a$, and likewise for $b$, so that

$$\nabla u=-(\mathbf n_a+\mathbf n_b),\qquad \nabla^2u=-\frac2{r_a}-\frac2{r_b}.$$

Apply $H$ to $e^u$, using $\nabla^2e^u=(\nabla^2u+|\nabla u|^2)e^u$:

$$\frac{He^u}{e^u}=\frac1{r_a}+\frac1{r_b}-\frac12|\mathbf n_a+\mathbf n_b|^2-\frac1{r_a}-\frac1{r_b}
=-\frac12\left(2+2\,\mathbf n_a\!\cdot\!\mathbf n_b\right).$$

Both Coulomb singularities have cancelled. What remains is

$$\frac{He^u}{e^u}=-2+W,\qquad W=1-\mathbf n_a\!\cdot\!\mathbf n_b,\qquad 0\le W\le2.\tag{3}$$

The cancellation fixes the slope of the exponent: averaged over directions about a unit charge, the wavefunction must fall as $1-r_a$. This is the cusp condition. It fixes the average slope only: $e^u$ itself is constant along the segment between the protons and falls as $1-2r_a$ in the opposite direction.

The function $W$ measures the angle that the two protons subtend at the electron. It equals $2$ on the segment between them. Far away the angle is small, about $R\sin\theta/r$, where $\theta$ is measured from the molecular axis at the midpoint. There $W\approx R^2\sin^2\theta/(2r^2)$. A singular potential has been exchanged for a bounded one.

## The energy as a minimum over the smooth factor

The ground energy is the minimum of $\int\left[\frac12|\nabla\psi|^2-(1/r_a+1/r_b)\psi^2\right]d^3r$ divided by $\int\psi^2d^3r$, over real $\psi$. Insert $\psi=e^u\varphi$. The squared gradient is

$$|\nabla\psi|^2=e^{2u}\left[|\nabla\varphi|^2+\nabla u\cdot\nabla(\varphi^2)+|\nabla u|^2\varphi^2\right].$$

Integrate the middle term by parts. The surface terms vanish because $\psi^2$ decays at infinity and $\nabla u$ is bounded near the protons:

$$\int e^{2u}\,\nabla u\cdot\nabla(\varphi^2)\,d^3r=-\int e^{2u}\left(\nabla^2u+2|\nabla u|^2\right)\varphi^2\,d^3r .$$

Adding the pieces gives

$$\int|\nabla\psi|^2d^3r=\int e^{2u}\left[|\nabla\varphi|^2-\left(\nabla^2u+|\nabla u|^2\right)\varphi^2\right]d^3r .$$

Half of the last square bracket, together with the Coulomb terms times $\varphi^2$, is $\frac12|\nabla\varphi|^2+(-2+W)\varphi^2$ by (3). Define averages by

$$\langle g\rangle=\frac{\int e^{2u}g\,d^3r}{\int e^{2u}d^3r}.$$

Then

$$E+2=\min_\varphi\frac{\frac12\langle|\nabla\varphi|^2\rangle+\langle W\varphi^2\rangle}{\langle\varphi^2\rangle}.\tag{4}$$

Both terms in the numerator are non-negative, so $E\ge-2$. Pulling the protons apart cannot lower the electronic energy below that of the united atom.

## Upper bound

The choice $\varphi=1$ in (4) gives $E\le-2+w$ with $w=\langle W\rangle$. This average can be found in closed form with the coordinates

$$\xi=\frac{r_a+r_b}{R}\ge1,\qquad \eta=\frac{r_a-r_b}{R}\in[-1,1],$$

and the azimuth about the axis. The volume element is $(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta$ times that of the azimuth. The triangle formed by the protons and the electron obeys $R^2=r_a^2+r_b^2-2r_ar_b\,\mathbf n_a\!\cdot\!\mathbf n_b$, hence

$$W=\frac{2r_ar_b-r_a^2-r_b^2+R^2}{2r_ar_b}=\frac{R^2-(r_a-r_b)^2}{2r_ar_b}.$$

Since $r_ar_b=R^2(\xi^2-\eta^2)/4$,

$$W=\frac{2(1-\eta^2)}{\xi^2-\eta^2}.\tag{5}$$

The denominator cancels against the volume element. The common factors $(R/2)^3$ and $2\pi$ drop out of the ratio, and $e^{2u}=e^{-a\xi}$ with $a=2R$. The numerator of $w$ becomes

$$\int_{-1}^1 2(1-\eta^2)\,d\eta\int_1^\infty e^{-a\xi}d\xi=\frac83\,\frac{e^{-a}}{a}.$$

For the denominator of $w$, $\int_{-1}^1(\xi^2-\eta^2)\,d\eta=2\xi^2-\frac23$, and

$$\int_1^\infty\left(2\xi^2-\frac23\right)e^{-a\xi}d\xi
=e^{-a}\left[2\left(\frac1a+\frac2{a^2}+\frac2{a^3}\right)-\frac2{3a}\right]
=e^{-a}\left[\frac4{3a}+\frac4{a^2}+\frac4{a^3}\right].$$

Multiply both by $a^3e^{a}/4$ and divide:

$$w=\frac{\frac23a^2}{1+a+\frac13a^2}=\frac{\frac83R^2}{1+2R+\frac43R^2}.\tag{6}$$

For small $R$ the inverse of the denominator is $1-2R+O(R^2)$, so

$$w=\frac83R^2-\frac{16}3R^3+O(R^4).$$

The simplest function with correct cusps thus contains the full cubic coefficient. Since $w$ is an upper bound, it remains to show that the true energy lies lower by no more than a multiple of $R^4$.

## Lower bound

The true ground state is positive, so $\langle\varphi\rangle>0$, and $\varphi$ can be scaled so that $\varphi=1+f$ with $\langle f\rangle=0$. Let $D=\langle|\nabla f|^2\rangle$. Three estimates are needed.

**The size of $f$.** The triangle inequality gives $2r\le r_a+r_b\le2r+R$. The weight is therefore close to that of the united atom:

$$e^{-2R}e^{-4r}\le e^{2u}\le e^{-4r}.$$

The united atom has levels $-2/n^2$, so its gap is $-\frac12-(-2)=\frac32$. In the form (4) at $R=0$, this says that $\frac12\int e^{-4r}|\nabla g|^2\ge\frac32\int e^{-4r}g^2$ whenever $\int e^{-4r}g=0$. Take $g=f-c$, with the constant $c$ chosen to satisfy that condition. Because $\langle f\rangle=0$, subtracting a constant cannot reduce the mean square, and

$$\int e^{2u}f^2\le\int e^{2u}(f-c)^2\le\int e^{-4r}(f-c)^2\le\frac13\int e^{-4r}|\nabla f|^2\le\frac{e^{2R}}3\int e^{2u}|\nabla f|^2 .$$

Hence $\langle f^2\rangle\le\frac13e^{2R}D$.

**The size of $f$ near the midpoint.** Since $\nabla\cdot(\mathbf r/r^2)=1/r^2$, integration by parts and the Cauchy–Schwarz inequality give

$$\int\frac{g^2}{r^2}=-2\int g\,\frac{\mathbf r\cdot\nabla g}{r^2}\le2\left(\int\frac{g^2}{r^2}\right)^{1/2}\left(\int|\nabla g|^2\right)^{1/2}.$$

Dividing and squaring yields Hardy's inequality, $\int g^2/r^2\le4\int|\nabla g|^2$. Put $g=e^uf$. With $|\nabla u|\le2$, $|\nabla g|^2\le2e^{2u}(|\nabla f|^2+4f^2)$. Therefore

$$\left\langle\frac{f^2}{r^2}\right\rangle\le8D+32\langle f^2\rangle\le CD,\qquad C=8+\frac{32}3e^{2R}.$$

**The size of $W$.** Because $\xi\ge1$, $\xi^2(1-\eta^2)\le\xi^2-\eta^2$, and (5) gives $W\le2/\xi^2$. Also $r\le(r_a+r_b)/2=R\xi/2$. Together,

$$r^2W^2\le\frac{R^2\xi^2}4\cdot\frac2{\xi^2}\cdot W=\frac{R^2}2W .$$

Now expand the numerator of (4), which is $\frac12D+w+2\langle Wf\rangle+\langle Wf^2\rangle$. The last term is non-negative and may be dropped. The cross term is bounded by Cauchy–Schwarz after multiplying and dividing by $r$:

$$|\langle Wf\rangle|\le\langle r^2W^2\rangle^{1/2}\left\langle\frac{f^2}{r^2}\right\rangle^{1/2}\le K\sqrt D,\qquad K^2=\frac{CR^2w}2 .$$

The denominator of (4) is $1+\langle f^2\rangle$. Subtract $w$ from both sides of (4):

$$E+2-w\ge\frac{\frac12D-2K\sqrt D-w\langle f^2\rangle}{1+\langle f^2\rangle}\ge\frac{\alpha D-2K\sqrt D}{1+\langle f^2\rangle},\qquad \alpha=\frac12-\frac{we^{2R}}3 .$$

For $R$ small enough that $\alpha>0$, completing the square gives $\alpha D-2K\sqrt D=\alpha(\sqrt D-K/\alpha)^2-K^2/\alpha\ge-K^2/\alpha$. Since the denominator is at least $1$,

$$-2+w-\frac{CR^2w}{2\alpha}\le E\le-2+w .\tag{7}$$

As $R\to0$, $C\to\frac{56}3$, $\alpha\to\frac12$ and $w\to\frac83R^2$, so the width of the interval tends to $\frac{448}9R^4$. This proves (2). The constant is generous, but its size does not affect the cubic coefficient.

# Second half: where the term comes from, and a collision

## Symbols and results carried over

The protons are at $\pm\mathbf d$ with $R=2d$. The distances from the electron to the midpoint and to the protons are $r$, $r_a$ and $r_b$. The united atom has $\psi_0\propto e^{-2r}$ and central density $\rho_0=8/\pi$, and the potential that splits it is $V=2/r-1/r_a-1/r_b$. The first half proved

$$E=-2+\frac83R^2-\frac{16}3R^3+O(R^4),$$

with the upper bound $E\le-2+w$, $w=\frac83R^2/(1+2R+\frac43R^2)$. It also showed that first-order perturbation theory in $V$ gives $\frac83R^2-\frac83R^3+O(R^4)$. Everything beyond first order must therefore add up to $-\frac83R^3+O(R^4)$.

## The cloud moves its cusp

Write the perturbed function as $\psi_0(1+F)$. To first order in $V$, with $E_1=\langle V\rangle_0$, the Schrödinger equation gives

$$\frac12\nabla^2F-2\,\frac{\partial F}{\partial r}=V-E_1 .\tag{8}$$

The second term on the left comes from $\nabla\ln\psi_0=-2\,\mathbf r/r$.

Look at distances $r\sim R$. There $V\sim1/R$, so $F\sim R$ and $\nabla^2F\sim1/R$. The derivative $\partial F/\partial r$ is of order $1$ and $E_1$ of order $R^2$. Both are small beside $1/R$, and the leading equation is $\nabla^2\chi=2V$. Since $\nabla^2r=2/r$, a solution is

$$\chi=2r-r_a-r_b .\tag{9}$$

For $r\gg R$, $r_a+r_b\approx2r+d^2\sin^2\theta/r$, so $\chi\approx-d^2\sin^2\theta/r$ and it decays. Any other regular, decaying solution would differ from it by a regular harmonic function that vanishes at infinity, and such a function is zero. So (9) is the solution required at leading order.

The three terms of $\chi$ have a direct meaning. Near the midpoint $\psi_0$ falls as $1-2r$, and the term $2r$ removes this kink, because no charge is left there. The terms $-r_a$ and $-r_b$ create kinks of the slope required at the two protons. Moreover,

$$e^{-2r}e^{\chi}=e^{-(r_a+r_b)},$$

which is the cusp factor of the first half. The proof used there and the perturbation treatment here thus describe the same displacement of the cusp.

The expansion of $E(R)$ through $R^3$ is now proved; the frozen cloud supplies half of the cubic coefficient, and the leading response of the cloud near the protons is $\chi=2r-r_a-r_b$. It remains to calculate the energy of this response and show that it supplies the other half, and then to test the expansion numerically and in a collision.
